# Pair Coupled Cluster Doubles: Energy, Amplitude Equations and Cubic Cost: a numerical check

```python
# Result under test: pair coupled cluster doubles (pCCD), |Psi> = exp(T)|0>,
# T = sum_ia t_ia P_a^+ P_i, where P_p^+ creates an electron pair in orbital p.
# i, j: doubly occupied orbitals; a, b: empty orbitals of the reference |0>.
# J_pq = (pp|qq), K_pq = (pq|qp), L_pq = (pq|pq), h_p = diagonal one-electron part,
# f_p = h_p + sum_j (2 J_pj - K_pj).
# Energy:   E = sum_i (h_i + f_i) + sum_ia L_ia t_ia
# Residual: R_ia = L_ai + [2(f_a - f_i) - 2(2 J_ia - K_ia)] t_ia
#           + sum_b L_ab t_ib + sum_j L_ji t_ja + sum_jb t_ib L_jb t_ja
#           - 2 t_ia (sum_b L_ib t_ib + sum_j L_ja t_ja) + 2 L_ia t_ia^2 = 0
# The residual is evaluated with 2 o^2 v + o v^2 + O(o v) multiplications.
from itertools import combinations
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


# ---------- derived formulas ----------
def pair_blocks(h, g, o):
    """Pair-type integrals and the quantities built from them."""
    hd = np.diag(h).real
    J = np.einsum("ppqq->pq", g).real
    K = np.einsum("pqqp->pq", g).real
    L = np.einsum("pqpq->pq", g)
    f = hd + (2 * J - K)[:, :o].sum(axis=1)
    base = 2 * (f[None, o:] - f[:o, None]) - 2 * (2 * J - K)[:o, o:]
    delta = base + np.diag(J)[None, o:] + np.diag(J)[:o, None]
    return dict(hd=hd, J=J, K=K, L=L, f=f, base=base, delta=delta,
                e_ref=(hd + f)[:o].sum())


def split(L, o):
    return L[:o, :o], L[o:, o:], L[:o, o:], L[o:, :o]


def fast_residual(t, base, L_oo, L_vv, L_ov, L_vo):
    """Residual with the intermediate w_ij = sum_b t_ib L_jb."""
    w = t @ L_ov.T
    weighted = L_ov * t
    hole_sum = np.diagonal(w)[:, None]
    particle_sum = weighted.sum(axis=0)[None, :]
    bracket = base - 2 * (hole_sum + particle_sum - weighted)
    return L_vo.T + bracket * t + (L_oo.T + w) @ t + t @ L_vv.T


def direct_residual(t, delta, L_oo, L_vv, L_ov, L_vo):
    """Projected equation with restricted sums, before any simplification."""
    o, v = t.shape
    result = np.empty((o, v), dtype=t.dtype)
    corr = sum(L_ov[j, b] * t[j, b] for j in range(o) for b in range(v))
    for i in range(o):
        for a in range(v):
            js = [j for j in range(o) if j != i]
            bs = [b for b in range(v) if b != a]
            r = L_vo[a, i] + delta[i, a] * t[i, a] - t[i, a] * corr
            r = r + sum(L_vv[a, b] * t[i, b] for b in bs)
            r = r + sum(L_oo[j, i] * t[j, a] for j in js)
            r = r + sum(L_ov[j, b] * (t[i, a] * t[j, b] + t[i, b] * t[j, a])
                        for j in js for b in bs)
            result[i, a] = r
    return result


def solve_pccd(q, o):
    blocks = split(q["L"], o)
    t = np.zeros_like(q["delta"])
    first = None
    for iteration in range(1, 2001):
        r = fast_residual(t, q["base"], *blocks)
        if np.abs(r).max() < 1e-11:
            return t, np.sum(blocks[2] * t), first, iteration - 1
        t = t - r / q["delta"]
        if first is None:
            first = np.sum(blocks[2] * t)
    raise AssertionError("pCCD iteration did not converge")


# ---------- full Fock space of six orbitals, from the definition ----------
n, o = 6, 3
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0]).tocsr()


def annihilator(k):
    m = sp.identity(1, format="csr")
    for s in range(2 * n):
        factor = parity if s < k else lower if s == k else sp.identity(2)
        m = sp.kron(m, factor, format="csr")
    return m


ann = [annihilator(k) for k in range(2 * n)]
excite = [[(ann[2*p].T @ ann[2*q] + ann[2*p+1].T @ ann[2*q+1]).tocsr()
           for q in range(n)] for p in range(n)]
pair_create = [(ann[2*p].T @ ann[2*p+1].T).tocsr() for p in range(n)]
pair_remove = [m.T.tocsr() for m in pair_create]


def apply_h(h, g, vec):
    """Complete spin-free Hamiltonian acting on a Fock-space vector."""
    single = np.array([[excite[p][q] @ vec for q in range(n)] for p in range(n)])
    h_eff = h - 0.5 * np.einsum("pqqs->ps", g)
    out = np.tensordot(h_eff, single, axes=([0, 1], [0, 1]))
    inner = 0.5 * np.tensordot(g, single, axes=([2, 3], [0, 1]))
    for p in range(n):
        for q in range(n):
            out = out + excite[p][q] @ inner[p, q]
    return out


def paired_state(orbitals):
    vec = np.zeros(4**n)
    vec[0] = 1.0
    for p in orbitals:
        vec = pair_create[p] @ vec
    return vec


def exp_apply(T, vec, sign):
    total, term = vec.astype(complex), vec.astype(complex)
    for k in range(1, o + 1):          # T**(o+1) vanishes
        term = sign * (T @ term) / k
        total = total + term
    return total


pair_dets = list(combinations(range(n), o))
det_vectors = np.array([paired_state(d) for d in pair_dets])
reference = paired_state(range(o))


def seniority_zero_matrix(h, g):
    return np.array([det_vectors @ apply_h(h, g, d) for d in det_vectors]).T


def projected_equations(h, g, t):
    T = sum(t[i, a] * (pair_create[o + a] @ pair_remove[i])
            for i in range(o) for a in range(n - o))
    vec = exp_apply(T, apply_h(h, g, exp_apply(T, reference, 1)), -1)
    res = np.array([[(pair_create[o + a] @ (pair_remove[i] @ reference)) @ vec
                     for a in range(n - o)] for i in range(o)])
    return reference @ vec, res


# Random complex orbitals' integrals: exchange and pair transfer differ
B = rng.normal(size=(5, n, n)) + 1j * rng.normal(size=(5, n, n))
B = 0.15 * (B + B.conj().transpose(0, 2, 1))
g_rand = np.einsum("xpq,xrs->pqrs", B, B)
h_rand = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
h_rand = h_rand + h_rand.conj().T
t_rand = 0.3 * (rng.normal(size=(o, n-o)) + 1j * rng.normal(size=(o, n-o)))
q = pair_blocks(h_rand, g_rand, o)

# Seniority-zero Hamiltonian: diagonal energies and single pair moves only
model = np.zeros((len(pair_dets),) * 2, dtype=complex)
for x, bra in enumerate(pair_dets):
    for y, ket in enumerate(pair_dets):
        gained, lost = set(bra) - set(ket), set(ket) - set(bra)
        if not gained:
            model[x, y] = sum(2*q["hd"][p] + q["J"][p, p] for p in bra) + sum(
                2*q["J"][p, r] - q["K"][p, r] for p in bra for r in bra if p != r)
        elif len(gained) == 1:
            model[x, y] = q["L"][gained.pop(), lost.pop()]
dev_block = np.abs(model - seniority_zero_matrix(h_rand, g_rand)).max()
assert dev_block < 1e-10

e_def, r_def = projected_equations(h_rand, g_rand, t_rand)
blocks = split(q["L"], o)
dev_energy = abs(e_def - q["e_ref"] - np.sum(blocks[2] * t_rand))
r_fast = fast_residual(t_rand, q["base"], *blocks)
dev_residual = np.abs(r_def - r_fast).max()
assert dev_energy < 1e-10 and dev_residual < 1e-10
assert np.abs(direct_residual(t_rand, q["delta"], *blocks) - r_def).max() < 1e-10
r_exchange = fast_residual(t_rand, q["base"], *split(q["K"], o))
dev_exchange = np.abs(r_exchange - r_def).max()
assert dev_exchange > 1e-2             # K may not stand in for L here


# ---------- cost: numbers that count their own multiplications ----------
class Counted:
    products = 0

    def __init__(self, x):
        self.x = x

    @staticmethod
    def raw(y):
        return y.x if isinstance(y, Counted) else y

    def __mul__(self, y):
        Counted.products += 1
        return Counted(self.x * Counted.raw(y))

    def __add__(self, y):
        return Counted(self.x + Counted.raw(y))

    def __sub__(self, y):
        return Counted(self.x - Counted.raw(y))

    __rmul__ = __mul__
    __radd__ = __add__


def counted_array(*shape):
    arr = np.empty(shape, dtype=object)
    for index in np.ndindex(*shape):
        arr[index] = Counted(rng.normal())
    return arr


counts = []
for no, nv in [(3, 5), (6, 10), (12, 20), (10, 7)]:
    args = [counted_array(*s) for s in
            [(no, nv), (no, nv), (no, no), (nv, nv), (no, nv), (nv, no)]]
    Counted.products = 0
    fast_residual(*args)
    n_fast = Counted.products
    Counted.products = 0
    direct_residual(*args)
    counts.append((no, nv, n_fast, Counted.products))
    assert n_fast - (2 * no**2 * nv + no * nv**2) == 3 * no * nv
assert counts[2][2] / counts[1][2] < 8 and counts[2][3] / counts[1][3] > 12


# ---------- hydrogen chains ----------
def h2_chain(units, bond, gap):
    atoms = []
    for u in range(units):
        z = u * (bond + gap)
        atoms += [("H", (0, 0, z)), ("H", (0, 0, z + bond))]
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mol, mf


def localize(mol, C, nocc):
    """Diagonalize z separately in the occupied and the virtual space."""
    z = mol.intor("int1e_r")[2]
    parts = [C[:, :nocc], C[:, nocc:]]
    return np.hstack([c @ np.linalg.eigh(c.T @ z @ c)[1] for c in parts])


def mo_integrals(mol, mf, C):
    g = mol.intor("int2e")
    for _ in range(4):                 # transform one index per pass
        g = np.tensordot(g, C, axes=([0], [0]))
    return C.T @ mf.get_hcore() @ C, g


def full_ci(h, g):
    m = h.shape[0]
    return fci.direct_spin1.kernel(h, g, m, m)[0]


BOND, GAP = 0.9, 1.3
mol, mf = h2_chain(3, BOND, GAP)
e_nuc = mol.energy_nuc()
results = {}
for name, C in [("canonical", mf.mo_coeff),
                ("localized", localize(mol, mf.mo_coeff, o))]:
    h, g = mo_integrals(mol, mf, C)
    q = pair_blocks(h, g, o)
    assert abs(q["e_ref"] + e_nuc - mf.e_tot) < 1e-8
    t, corr, first, steps = solve_pccd(q, o)
    e_chk, r_chk = projected_equations(h, g, t)
    assert np.abs(r_chk).max() < 1e-9 and abs(e_chk - q["e_ref"] - corr) < 1e-9
    doci = np.linalg.eigvalsh(seniority_zero_matrix(h, g))[0] - q["e_ref"]
    results[name] = dict(q=q, t=t, corr=corr, first=first, steps=steps, doci=doci)
    fci_corr = full_ci(h, g) - q["e_ref"]
    assert doci > fci_corr - 1e-9
loc, can = results["localized"], results["canonical"]
assert abs(loc["corr"] - loc["doci"]) < 1e-3
assert loc["corr"] < can["corr"]

# Distant H2 units: pCCD in localized orbitals must equal separate full CI
far_mol, far_mf = h2_chain(3, BOND, 50.0)
far_q = pair_blocks(*mo_integrals(far_mol, far_mf,
                                  localize(far_mol, far_mf.mo_coeff, 3)), 3)
e_far = far_q["e_ref"] + solve_pccd(far_q, 3)[1] + far_mol.energy_nuc()
one_mol, one_mf = h2_chain(1, BOND, 0.0)
e_one = full_ci(*mo_integrals(one_mol, one_mf, one_mf.mo_coeff)) + one_mol.energy_nuc()
assert abs(e_far - 3 * e_one) < 1e-7

# Terms of one amplitude equation: central bond (i) to its antibond (a)
q, t = loc["q"], loc["t"]
L_oo, L_vv, L_ov, L_vo = split(q["L"], o)
i = a = 1
t_ia = t[i, a]
terms = {
    "L_ai": L_vo[a, i],
    "Delta_ia t_ia": q["delta"][i, a] * t_ia,
    "sum_(b!=a) L_ab t_ib": sum(L_vv[a, b] * t[i, b] for b in (0, 2)),
    "sum_(j!=i) L_ji t_ja": sum(L_oo[j, i] * t[j, a] for j in (0, 2)),
    "sum_jb t_ib L_jb t_ja": sum(t[i, b] * L_ov[j, b] * t[j, a]
                                 for j in range(3) for b in range(3)),
    "-2 t_ia (hole sum + particle sum)":
        -2 * t_ia * (L_ov[i] @ t[i] + L_ov[:, a] @ t[:, a]),
    "+2 L_ia t_ia^2": 2 * L_ov[i, a] * t_ia**2,
}
assert abs(sum(terms.values())) < 1e-9

# ---------- output ----------
print(f"Deviation, seniority-zero block: {dev_block*EV:.1e} eV")
print(f"Deviation, energy formula: {dev_energy*EV:.1e} eV")
print(f"Deviation, residual formula: {dev_residual*EV:.1e} eV")
print(f"Residual error if K replaces L (complex case): {dev_exchange*EV:.2f} eV")
for no, nv, n_fast, n_direct in counts:
    print(f"Multiplications o={no} v={nv}: fast {n_fast}, direct {n_direct}")
print(f"Growth on doubling (6,10)->(12,20): fast {counts[2][2]/counts[1][2]:.2f}, "
      f"direct {counts[2][3]/counts[1][3]:.2f}")
print(f"Chain: 3 H2 units, bond {BOND} angstrom, gap {GAP} angstrom, STO-3G")
print(f"RHF total energy: {mf.e_tot*EV:.4f} eV")
for label, value in [("f_i", q["f"][i]), ("f_a", q["f"][o+a]),
                     ("J_ia", q["J"][i, o+a]), ("K_ia = L_ia", q["K"][i, o+a]),
                     ("J_ii", q["J"][i, i]), ("J_aa", q["J"][o+a, o+a]),
                     ("Delta_ia", q["delta"][i, a])]:
    print(f"Central pair {label}: {value*EV:.4f} eV")
print(f"Central pair first-step amplitude -L_ai/Delta_ia: "
      f"{-L_vo[a, i]/q['delta'][i, a]:.5f}")
for r in range(3):
    print(f"L_ia row i={r+1} (eV):", " ".join(f"{x*EV:.4f}" for x in L_ov[r]))
for r in range(3):
    print(f"t_ia row i={r+1}:", " ".join(f"{x:.5f}" for x in t[r]))
for label, value in terms.items():
    print(f"Term {label}: {value*EV:.5f} eV")
print(f"Sum of terms: {abs(sum(terms.values()))*EV:.1e} eV")
for name, r in results.items():
    print(f"{name}: first-step correlation energy {r['first']*EV:.4f} eV")
    print(f"{name}: pCCD correlation energy {r['corr']*EV:.5f} eV "
          f"= {r['corr']:.6f} hartree, {r['steps']} iterations")
    print(f"{name}: DOCI correlation energy {r['doci']*EV:.5f} eV, "
          f"pCCD - DOCI {(r['corr']-r['doci'])*EV:.1e} eV")
    print(f"{name}: pCCD share of full-CI correlation {100*r['corr']/fci_corr:.1f} %")
print(f"Full-CI correlation energy: {fci_corr*EV:.5f} eV = {fci_corr:.6f} hartree")
print(f"Full-CI energy of one H2: {e_one*EV:.5f} eV")
print(f"pCCD energy of 3 H2, gaps 50 angstrom: {e_far*EV:.5f} eV")
print(f"Difference from 3 separate H2: {abs(e_far-3*e_one)*EV:.1e} eV")
print("success")
```

Running it gives:

```
Deviation, seniority-zero block: 9.7e-14 eV
Deviation, energy formula: 1.1e-15 eV
Deviation, residual formula: 3.0e-14 eV
Residual error if K replaces L (complex case): 33.92 eV
Multiplications o=3 v=5: fast 210, direct 495
Multiplications o=6 v=10: fast 1500, direct 9120
Multiplications o=12 v=20: fast 11280, direct 158400
Multiplications o=10 v=7: fast 2100, direct 12600
Growth on doubling (6,10)->(12,20): fast 7.52, direct 17.37
Chain: 3 H2 units, bond 0.9 angstrom, gap 1.3 angstrom, STO-3G
RHF total energy: -88.3033 eV
Central pair f_i: -14.5380 eV
Central pair f_a: 17.7918 eV
Central pair J_ia: 17.5804 eV
Central pair K_ia = L_ia: 5.1262 eV
Central pair J_ii: 17.3292 eV
Central pair J_aa: 18.9281 eV
Central pair Delta_ia: 40.8479 eV
Central pair first-step amplitude -L_ai/Delta_ia: -0.12549
L_ia row i=1 (eV): 5.1454 0.4415 0.0238
L_ia row i=2 (eV): 0.4482 5.1262 0.4482
L_ia row i=3 (eV): 0.0238 0.4415 5.1454
t_ia row i=1: -0.13470 -0.00534 -0.00021
t_ia row i=2: -0.00568 -0.12344 -0.00568
t_ia row i=3: -0.00021 -0.00534 -0.13470
Term L_ai: 5.12617 eV
Term Delta_ia t_ia: -5.04210 eV
Term sum_(b!=a) L_ab t_ib: -0.00294 eV
Term sum_(j!=i) L_ji t_ja: -0.00213 eV
Term sum_jb t_ib L_jb t_ja: 0.07963 eV
Term -2 t_ia (hole sum + particle sum): -0.31484 eV
Term +2 L_ia t_ia^2: 0.15621 eV
Sum of terms: 1.4e-11 eV
canonical: first-step correlation energy -0.8055 eV
canonical: pCCD correlation energy -0.60630 eV = -0.022281 hartree, 22 iterations
canonical: DOCI correlation energy -0.60756 eV, pCCD - DOCI 1.3e-03 eV
canonical: pCCD share of full-CI correlation 26.8 %
localized: first-step correlation energy -2.0673 eV
localized: pCCD correlation energy -2.02877 eV = -0.074556 hartree, 8 iterations
localized: DOCI correlation energy -2.02838 eV, pCCD - DOCI -3.9e-04 eV
localized: pCCD share of full-CI correlation 89.6 %
Full-CI correlation energy: -2.26534 eV = -0.083250 hartree
Full-CI energy of one H2: -30.49200 eV
pCCD energy of 3 H2, gaps 50 angstrom: -91.47600 eV
Difference from 3 separate H2: 5.6e-09 eV
success
```
